\section*{One-centre terms in the PAW MP2 energy of a two-electron atom}

\section*{Question}

I am trying to understand which parts of a projector augmented-wave (PAW) pair density matter for MP2, using an atom small enough to work out completely. Two valence electrons occupy one $s$ orbital outside a frozen core. In Hartree atomic units the local potential is
\begin{equation}
v(r)=-\frac{2+2e^{-4r}}{r},
\end{equation}
with $r$ in bohr. The core is the lowest eigenstate of $h=-\tfrac12\nabla^2+v$, and all valence and virtual orbitals are kept orthogonal to it.

I want the valence MP2 energy with (i) exact pair densities, (ii) pseudo pair densities plus compensation charges, but no one-centre terms, and (iii) bare pseudo pair densities. I am stuck in three places. I do not trust my spin and angular factors. I do not see why the one-centre correction is a difference of integrals inside the sphere, when the Coulomb interaction also couples inside to outside. And I expected (ii) to beat (iii) at every sphere radius; is there an argument for that?

\section*{Answer}

Take the energy formula first, then the PAW integrals. All three treatments below share the same orbitals and orbital energies, so their differences come from the pair integrals alone. ``Exact'' means exact pair densities within a finite orbital space, not the basis-set limit.

\subsection*{The MP2 energy for one occupied orbital}

Let $s$ be the occupied orbital and $a,b$ virtual orbitals, all real. Write
\begin{equation}
(pq|tu)=\iint \frac{\psi_p(\mathbf r)\psi_q(\mathbf r)\,\psi_t(\mathbf r')\psi_u(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\end{equation}
The closed-shell Fock operator, restricted to the space orthogonal to the core, is $F=h+G$ with $G=2\mathcal J-\mathcal K$, where $\mathcal J$ and $\mathcal K$ are the Coulomb and exchange operators of $s$. Split the two-electron Hamiltonian as
\begin{equation}
H=F(1)+F(2)+W,\qquad W=\frac1{r_{12}}-G(1)-G(2).
\end{equation}
The unperturbed state is the spatial product $|ss\rangle$ times the spin singlet. $W$ does not act on spin, so the spatial products suffice. Second-order perturbation theory gives
\begin{equation}
E_2=\sum_{pq\neq ss}\frac{|\langle pq|W|ss\rangle|^2}{2\varepsilon_s-\varepsilon_p-\varepsilon_q}.
\end{equation}

For a single excitation, $\langle a|s\rangle=0$ removes one of the two $G$ terms:
\begin{equation}
\langle as|W|ss\rangle=(as|ss)-\langle a|G|s\rangle .
\end{equation}
Acting on $s$ itself, $\mathcal K s=\mathcal J s$, so $Gs=\mathcal J s$ and $\langle a|G|s\rangle=(as|ss)$. The element vanishes, which is Brillouin's theorem. For a double excitation both one-body terms contain a vanishing overlap, and $\langle ab|W|ss\rangle=(sa|sb)\equiv K_{ab}$. Hence
\begin{equation}
E_2=\sum_{ab}\frac{K_{ab}^2}{2\varepsilon_s-\varepsilon_a-\varepsilon_b}.
\label{eq:mp2}
\end{equation}
This agrees with the usual closed-shell numerator $K_{ab}(2K_{ab}-K_{ba})$, because $K_{ab}=K_{ba}$ here. The sum runs over ordered pairs, and there is no further factor of two.

\subsection*{The angular factor}

Write $\psi_a=u_a(r)Y_{lm}/r$ with real harmonics, and define the radial pair density $D_a(r)=u_s(r)u_a(r)$. Since $s$ has $Y_{00}=1/\sqrt{4\pi}$,
\begin{equation}
\psi_s\psi_a=\frac{D_a(r)}{r^2}\,\frac{Y_{lm}}{\sqrt{4\pi}} .
\end{equation}
Insert the multipole expansion
\begin{equation}
\frac1{|\mathbf r-\mathbf r'|}=\sum_{LM}\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}Y_{LM}(\hat{\mathbf r})Y_{LM}(\hat{\mathbf r}').
\end{equation}
The angular integrals select $L=l$, $M=m$ and require the same $l,m$ for $a$ and $b$. The two factors $1/\sqrt{4\pi}$ cancel the $4\pi$, and the volume elements $r^2dr$ cancel the $1/r^2$ in the densities:
\begin{equation}
K_{ab}=\frac{R^l_{ab}}{2l+1},\qquad
R^l_{ab}=\int_0^\infty\!\!\int_0^\infty D_a(r)D_b(r')\frac{r_<^l}{r_>^{l+1}}\,dr\,dr' .
\end{equation}
Each of the $2l+1$ values of $m$ contributes $(R^l_{ab})^2/(2l+1)^2$. Therefore
\begin{equation}
E_2=\sum_l\frac1{2l+1}\sum_{ab\in l}\frac{(R^l_{ab})^2}{\Delta_{ab}},\qquad
\Delta_{ab}=2\varepsilon_s-\varepsilon_a-\varepsilon_b ,
\label{eq:radial}
\end{equation}
where $a,b$ now label radial orbitals.

\subsection*{Pseudo orbitals with a complete set of partial waves}

Expand the orbitals in Gaussians $r^{l+1}e^{-\alpha r^2}$. Inside a sphere of radius $r_c$, set $t=r^2$, $t_c=r_c^2$ and write $e^{-\alpha t}=e^{-\alpha t_c}e^{\alpha(t_c-t)}$. Keep $J$ terms of the second exponential:
\begin{equation}
r^{l+1}e^{-\alpha t}\;\longrightarrow\;
r^{l+1}e^{-\alpha t_c}\sum_{j=0}^{J-1}\frac{[\alpha(t_c-t)]^j}{j!}\qquad(r<r_c).
\label{eq:pseudo}
\end{equation}
Outside nothing changes. The discarded part starts with $(t_c-t)^J$, so the function and its first $J-1$ derivatives are continuous at $r_c$. The replacement is linear and carries over to any orbital, $u_a\to\tilde u_a$. It does not conserve the norm.

Now use the orbitals themselves as partial waves $\phi_k$, with pseudo partners $\tilde\phi_k$. In each channel the projectors can be taken as
\begin{equation}
\tilde p_j=\sum_k(B^{-1})_{jk}\tilde\phi_k\ \ (r<r_c),\qquad
B_{jk}=\int_0^{r_c}\tilde\phi_j\tilde\phi_k\,dr,
\end{equation}
and zero outside. Then $\langle\tilde p_j|\tilde\phi_k\rangle=\sum_i(B^{-1})_{ji}B_{ik}=\delta_{jk}$, and
\begin{equation}
u_a=\tilde u_a+\sum_k(\phi_k-\tilde\phi_k)\langle\tilde p_k|\tilde u_a\rangle
\end{equation}
holds for every orbital in the space. The one-centre expansion is complete, so the one-centre densities coincide with the true and pseudo pair densities inside the sphere. With fewer partial waves than this, an incompleteness error would be added.

The condition is that $B$ can be inverted. By (\ref{eq:pseudo}), the pseudo waves inside are $r^{l+1}$ times polynomials in $r^2$ of degree below $J$, so at most $J$ of them per channel can be independent.

\subsection*{Why the correction is confined to the sphere}

The bare pair density is $\tilde D_a=\tilde u_s\tilde u_a$. It equals $D_a$ outside, but inside it lacks the moment
\begin{equation}
Q_a=\int_0^{r_c}(D_a-\tilde D_a)\,r^l\,dr .
\end{equation}
Restore this with a smooth radial density $g_l$ that vanishes outside:
\begin{equation}
\bar D_a=\tilde D_a+Q_a g_l,\quad
g_l\propto r^{l+2}\left(1-\frac{r^2}{r_c^2}\right)^2,\quad
\int_0^{r_c}g_l r^l\,dr=1 .
\end{equation}

To see what happens to the inside--outside coupling, divide $R^l_{ab}$ at $r_c$. If $r<r_c<r'$, then $r_<=r$ and $r_>=r'$, and the double integral factorizes:
\begin{equation}
R^l_{ab}=R^{\rm in}_{ab}[D]+M_aV_b+M_bV_a+R^{\rm out}_{ab}[D],
\end{equation}
\begin{equation}
M_a=\int_0^{r_c}D_a r^l\,dr,\qquad V_a=\int_{r_c}^{\infty}D_a r^{-l-1}\,dr .
\end{equation}
The compensated density has the same $M_a$ by construction and the same $V_a$ and $R^{\rm out}$ because it is unchanged outside. Subtracting the two decompositions leaves
\begin{equation}
R^l_{ab}[D]=R^l_{ab}[\bar D]+\left(R^{\rm in}_{ab}[D]-R^{\rm in}_{ab}[\bar D]\right).
\label{eq:paw}
\end{equation}
The coupling to the outside has not been ignored. It is already correct in the first term.

This also shows why compensation cannot be omitted when the one-centre terms are kept. The bare inner moment is $M_a-Q_a$, so
\begin{equation}
R^l_{ab}[\tilde D]+R^{\rm in}_{ab}[D]-R^{\rm in}_{ab}[\tilde D]-R^l_{ab}[D]
=-(Q_aV_b+Q_bV_a).
\end{equation}
The left side would vanish if the recipe were right. The right side is generally nonzero.

\subsection*{Is compensated-only guaranteed to be better?}

No such ordering follows. If an approximate integral is $R^l_{ab}+\delta_{ab}$, expanding the square in (\ref{eq:radial}) gives the energy error
\begin{equation}
\delta E_2=\sum_l\frac1{2l+1}\sum_{ab}\frac{2R^l_{ab}\delta_{ab}+\delta_{ab}^2}{\Delta_{ab}} .
\label{eq:error}
\end{equation}
The linear term can have either sign. Bare densities can therefore profit from cancellation between orbital pairs or channels. Compensation guarantees the correct potential outside the sphere, not a smaller error in this sum. You have to look at the channels separately.

\subsection*{Numbers for your atom}

I used $J=5$, $r_c=1.5$ bohr and these exponents, in bohr$^{-2}$:
\begin{itemize}
\item $s$: 0.05, 0.18, 0.6, 2, 7, 25;
\item $p$: 0.05, 0.18, 0.6, 2, 7;
\item $d$: 0.1, 0.3, 1, 3.
\end{itemize}
The core is the lowest eigenstate of $h$ within the six $s$ Gaussians, so it too carries a basis-set error. After its removal, the channels hold five, five and four orbitals, within the limit $J=5$. The valence level is $\varepsilon_s=-0.2924$ Ha. The valence orbital has norm 0.114 inside the sphere, and its pseudo partner 0.097.

Consider the lowest $p$ virtual, at 0.0401 Ha, with $a=b$. Its denominator is
\begin{equation}
\Delta=2(-0.2924)-2(0.0401)=-0.665\ \text{Ha}.
\end{equation}
The exact integral is $R^1=0.147091$ Ha, so its contribution to $E_2$ is
\begin{equation}
\frac{(0.147091)^2}{3(-0.665002)}=-0.010845\ \text{Ha}=-10.845\ \text{mHa}.
\end{equation}
The compensated integral is 0.147094 Ha, and the one-centre correction is $-0.000003$ Ha. Their sum is the exact value, as (\ref{eq:paw}) requires. The bare integral is 0.148447 Ha, which changes the contribution to
\begin{equation}
\frac{(0.148447)^2}{3(-0.665002)}=-0.011046\ \text{Ha}.
\end{equation}
This one term is too deep by about 0.20 mHa. The missing radial moment $Q_a$ has magnitude 0.0046 bohr, which corresponds to a Cartesian dipole moment of magnitude $|Q_a|/\sqrt3=0.0026$ bohr; its sign is arbitrary, since it changes with the sign chosen for the virtual orbital.

The full sums, in mHa, are as follows. Errors are approximate minus exact, so a positive error means too little correlation energy.

\begin{center}
\begin{tabular}{lrrrrr}
 & exact & comp. & bare & error comp. & error bare\\
$s$ & $-2.361$ & $-2.096$ & $-1.604$ & $+0.265$ & $+0.757$\\
$p$ & $-21.215$ & $-21.206$ & $-21.803$ & $+0.009$ & $-0.588$\\
$d$ & $-3.634$ & $-3.637$ & $-3.668$ & $-0.003$ & $-0.034$\\
total & $-27.210$ & $-26.939$ & $-27.075$ & $+0.271$ & $+0.135$
\end{tabular}
\end{center}

In electronvolts the totals are $-0.7404$, $-0.7330$ and $-0.7368$. Neglecting the one-centre terms loses 1.0\% of the exact-density MP2 energy with compensation and 0.5\% without it. Taken alone, these totals would favour the bare densities. The channels show why that conclusion is unsafe: the bare $s$ error of $+0.757$ mHa is largely cancelled by the $p$ error of $-0.588$ mHa. In each channel the compensated error is the smaller one. The remainder of this cancellation is also sensitive to the basis: with 12 $s$, 9 $p$ and 6 $d$ even-tempered Gaussians (ratio 2.5) the bare total error becomes $-0.09$ mHa, while the compensated one moves only to $+0.26$ mHa.

Nearly all of the compensated-only error sits in the $s$ channel, where it is 11\% of that channel's energy. A plausible reason is that $D_a$ starts as $r^{l+2}$ at the nucleus, so pair densities of higher $l$ have less weight where the pseudo orbitals differ most. I have not isolated this effect, so treat it as a conjecture.

Changing the power of the bracket in $g_l$ from 2 to 4 moves the compensated-only total by only 0.001 mHa. The total with one-centre terms stays at $-27.210$ mHa for both shapes. Adding one-centre terms to bare densities without compensation gives $-27.531$ mHa, an error of $-0.321$ mHa. Here that is worse than using the bare densities alone.

\subsection*{Changing the sphere radius}

The errors of the total, again in mHa, depend on the radius:

\begin{center}
\begin{tabular}{lrr}
$r_c$ (bohr) & comp. & bare\\
1.00 & $+0.214$ & $+0.652$\\
1.25 & $+0.263$ & $+0.644$\\
1.50 & $+0.271$ & $+0.135$
\end{tabular}
\end{center}

At the two smaller radii the compensated total is the better one. The low bare error at 1.5 bohr is thus not shared by the smaller radii and is not a reason to drop compensation. In the limit $r_c\to0$ the pseudo orbitals become the true ones and both errors must vanish, but 1.0 bohr is still far from that limit.

Beyond about 1.25 bohr, a larger sphere makes the projectors harder to compute. (The trend is not monotonic: the singular-value ratio used below is $3\times10^{-6}$ at 1.25 bohr, but $6\times10^{-7}$ at 1.0 bohr and $2\times10^{-9}$ at 0.5 bohr.) Relative to the original Gaussian, the pseudized one in (\ref{eq:pseudo}) is multiplied by $e^{-x}\sum_{j<J}x^j/j!$ with $x=\alpha(r_c^2-r^2)$. For $x\gg J$ this is tiny. At $r_c=2$ bohr and $\alpha=7$ bohr$^{-2}$, $x$ reaches 28 at the centre, and the square root of the norm integral of the pseudized, initially normalized $s$ Gaussian over the sphere is $8\times10^{-8}$. The sharper Gaussian with $\alpha=25$ bohr$^{-2}$ is suppressed already at smaller radii, but the five $s$ orbitals span only a five-dimensional part of the six Gaussians, so the loss of one Gaussian need not cost rank. A five-dimensional subspace of a six-dimensional space always contains a combination of any two given basis functions. Once both sharp Gaussians are suppressed, some normalized combination of the orbitals therefore has a pseudo partner of at most about this size, which bounds the smallest singular value from above. The ratio of the smallest to the largest singular value of the pseudo waves, taken in the worst channel, falls from $2\times10^{-6}$ at 1.5 bohr to $6\times10^{-11}$. The eigenvalues of $B$ are the squares of these singular values, so $B$ is then numerically singular in double precision and cannot be inverted reliably. This limits that numerical route, not the PAW identity: a singular-value decomposition of the pseudo waves themselves avoids squaring the ratio. The errors in the table are computed from the pseudo orbitals and do not use $B$. At 1.5 bohr the direct inversion already violates $\langle\tilde p_j|\tilde\phi_k\rangle=\delta_{jk}$ at the level of $10^{-3}$ in the $s$ channel, and at 1.75 bohr it fails; the singular-value route keeps this error below $10^{-6}$ up to 2 bohr. At larger radii the compensated total is again the better one: the errors of (ii) and (iii) are $+0.25$ and $-0.41$ mHa at 1.6 bohr, and $-0.26$ and $-7.8$ mHa at 2 bohr. The bare error changes sign between 1.5 and 1.6 bohr, which is why it is small at 1.5 bohr.

\subsection*{Two atoms: a long-range defect of bare densities}

The single atom does not show one defect of bare densities. For an $s$ virtual, orthogonality gives $\int_0^\infty D_a\,dr=0$: the exact pair density carries no net charge. The compensated density keeps this property, but the bare density has net charge $-Q_a$.

Put two such atoms a large distance $d$ apart, so that neither atom's pair densities reach into the other's sphere. Outside its own sphere, a compensated density produces the exact potential. Inside the other sphere that potential comes from distant charge, so it couples to the moments there, which are also correct. The interatomic pair integrals are then exact without any one-centre correction. With bare densities, and with $K_{ab}$ now denoting the Coulomb integral between a pair density $a$ on one atom and a pair density $b$ on the other, two $s$-type pair densities instead interact as
\begin{equation}
K_{ab}\simeq\frac{Q_aQ_b}{d}.
\end{equation}
The square in the MP2 energy produces a spurious attraction proportional to $d^{-2}$. The physical dipole--dipole integral falls as $d^{-3}$ and gives the $d^{-6}$ dispersion energy. At sufficiently large distance the spurious term wins, provided the $Q_a$ do not vanish. The smaller they are, the farther out this happens, so the defect need not be noticeable at ordinary separations. For this atom at $r_c=1.5$ bohr the $d^{-2}$ term overtakes the $d^{-6}$ term only near 95 bohr. The spurious charge also couples to the dipole pair densities of the other atom, an integral falling as $d^{-2}$ that adds a $d^{-4}$ attraction; below about 70 bohr this is the larger of the two spurious terms, and at 10 bohr it is about 0.6\% of the $d^{-6}$ energy.

\subsection*{What has been checked, and what MP2 misses}

The exact-density energy was tested against analytic three-dimensional Gaussian integrals in the general closed-shell formula, which gives $-27.210$ mHa. It was also tested against the definition of second order. Replace $W$ by $\lambda W$, diagonalize the two-electron matrix and take half the curvature of its lowest eigenvalue at $\lambda=0$. A finite difference with $\lambda=\pm0.01$ gives $-27.211$ mHa. These tests cover the spin and angular factors you were unsure about. The values are collected in the numerical output.

Full configuration interaction in the same orbital space gives a correlation energy of $-46.3$ mHa, so MP2 recovers about 59\% of it. For this atom the error of stopping at second order, 19 mHa, is far larger than that of dropping the one-centre terms. Neither number includes core correlation, virtuals beyond $l=2$ or the remaining basis-set error. The one-centre error is still worth removing: it comes from the representation of the orbitals, and (\ref{eq:paw}) removes it without changing the many-body method.

\section*{Calculated quantities}
\begin{verbatim}
potential: Z_val 2.0, Z_core 2.0, kappa 4.0 1/bohr
l=0 exponents (1/bohr^2): 0.05 0.18 0.6 2.0 7.0 25.0
l=1 exponents (1/bohr^2): 0.05 0.18 0.6 2.0 7.0
l=2 exponents (1/bohr^2): 0.1 0.3 1.0 3.0
Taylor terms J: 5; main rc: 1.5 bohr
core level -3.64827 Ha; valence level -0.29242 Ha
valence Hartree-Fock energy -0.90812 Ha
l=0 virtual levels (Ha): 0.2403 1.7689 9.6198 44.3614
l=1 virtual levels (Ha): 0.0401 0.2676 1.1554 4.5204 17.7732
l=2 virtual levels (Ha): 0.2854 0.9818 3.2740 10.8725
valence norm inside rc: exact 0.11398, pseudo 0.09660
Lowest p virtual, diagonal radial integral R_1:
  exact: 0.147091 Ha
  compensated: 0.147094 Ha
  one-centre correction: -0.000003 Ha
  bare: 0.148447 Ha
  missing dipole moment Q: 0.004571 bohr
  denominator: -0.665002 Ha
  MP2 term: -10.8450 mHa
MP2 (mHa): exact, compensated-only, bare, error comp, error bare
  s: -2.3611 -2.0961 -1.6041 +0.2651 +0.7570
  p: -21.2150 -21.2057 -21.8031 +0.0093 -0.5881
  d: -3.6340 -3.6370 -3.6679 -0.0030 -0.0339
  total: -27.2102 -26.9388 -27.0752 +0.2714 +0.1350
relative error (%): comp -0.997, bare -0.496
total MP2 (eV): exact -0.74043, comp -0.73304, bare -0.73675
full PAW total: -27.2102 mHa
bare + one-centre, no compensation: -27.5312 mHa
compensated-only, shape power 4 instead of 2: -26.9398 mHa
full PAW, shape power 4: -27.2102 mHa
Errors of the total by radius: rc (bohr), comp (mHa), bare (mHa)
  1.0: +0.2139 +0.6523
  1.25: +0.2634 +0.6435
  1.5: +0.2714 +0.1350
Rank by radius: rc (bohr), singular-value ratio, norm of sharp s
  1.0: 5.8e-07 2.7e-01
  1.25: 3.0e-06 3.3e-02
  1.5: 2.2e-06 1.3e-03
  2.0: 5.6e-11 8.2e-08
largest PAW identity error: 2.8e-17 Ha
largest integral error without compensation: 0.00592 Ha
MP2 from 3D integrals: -27.2102 mHa
MP2 from eigenvalue curvature: -27.2106 mHa
full-CI correlation, same orbital space: -46.2745 mHa
\end{verbatim}
